The Rytova–Keldysh potential of a polarizable sheet and its two limits

Two static charges e lie a distance ρ apart in a thin insulating sheet that polarizes in its own plane. In Gaussian units the dipole moment per area is P = αE, where E is the in-plane field. Since P is a charge per length and E a charge per length squared, the areal polarizability α is a length. The half-spaces above and below have the pure numbers ε₁ and ε₂ as permittivities. The interaction energy is proportional to e², so dimensions require

V(ρ) = (e²/α) G(ρ/α; ε₁, ε₂).

A charge-counting argument gives the two ends of G. A circle of radius ρ around a charge Q encloses the polarization charge −2πρP. Far away we try the field that would exist without the sheet, E = Q/(κρ²) with κ = (ε₁+ε₂)/2. The enclosed polarization charge is then −Q(2πα/κ)/ρ, which vanishes as ρ grows, so the sheet drops out and V → e²/(κρ). Close to the charge the polarization charge can at most neutralize Q. If it does, 2πραE = Q, so E = Q/(2παρ), and V falls as −(e²/2πα) ln ρ. The change of behaviour must occur near the length

r₀ = 2πα/κ = D/(2κ),  D = 4πα.

The derivation below confirms this picture and supplies the constant in the logarithm, the function that joins the limits, and bounds on the errors.

The model is an infinitely thin, isotropic sheet at z = 0 with linear and local response. It holds no free carriers, and retardation is neglected. In Rydberg atomic units e² = 2, with energies in rydbergs and lengths in bohr; in practical units e² = 1.440 eV nm. Let a charge Q sit at the origin, and expand its potential in plane waves exp(i**q**·**ρ**) with amplitude φ(q,z). Outside the sheet Laplace's equation reads ∂²φ/∂z² = q²φ, and the solution that vanishes far away is φ(q) exp(−q|z|). The normal displacement leaving the sheet is ε₁qφ upwards and ε₂qφ downwards. Gauss's law equates their sum to 4π times the areal charge in the sheet.

That charge is Q plus the polarization charge. From P = −α∇φ,

σ = −∇·P = α∇²φ → −αq²φ(q).

Therefore

(ε₁+ε₂)qφ = 4π(Q − αq²φ),

φ(q) = 4πQ/(2κq + Dq²) = 2πQ/[κq(1 + r₀q)].

The polarization charge is σ(q) = −Q r₀q/(1 + r₀q). It tends to −Q for r₀q ≫ 1 and to zero for r₀q ≪ 1. The sheet thus neutralizes the charge locally and returns the displaced charge over distances of order r₀, as the counting argument assumed.

To return to real space we put Q = e, multiply φ by e and integrate over d²q/(2π)². The angular integral of exp(iqρ cos θ) is 2πJ₀(qρ), and the factor q of the area element cancels the 1/q of φ:

V(ρ) = (e²/κ) ∫₀^∞ J₀(qρ)/(1 + r₀q) dq.

We write the denominator as

1/(1 + r₀q) = ∫₀^∞ exp[−s(1 + r₀q)] ds.

The order of integration may be exchanged, because |J₀(qρ)|/(1 + r₀q) falls as q^(−3/2) and the double integral converges absolutely. What remains is a Laplace transform of J₀. With a = r₀s and the angular form of J₀,

∫₀^∞ J₀(qρ)e^(−aq) dq = (1/2π) ∫₀^{2π} dθ/(a − iρ cos θ)
= (1/2π) ∫₀^{2π} a dθ/(a² + ρ²cos²θ).

The imaginary part has dropped out because cos θ changes sign under θ → θ+π. The substitution t = tan θ covers the real line twice and gives

(a/2π) · 2 ∫_{−∞}^{∞} dt/(a² + ρ² + a²t²) = 1/√(ρ² + a²).

With x = ρ/r₀ the energy becomes

V(ρ) = (e²/κr₀) F(x),  F(x) = ∫₀^∞ e^(−s)/√(s² + x²) ds.

This is the potential of a unit charge smeared along a line normal to the sheet, with weight e^(−s) at height r₀s. It follows at once that V is positive, decreases with ρ and stays below e²/(κρ).

For short distances we integrate by parts, using d asinh(s/x)/ds = 1/√(s²+x²). The boundary terms vanish, and

F(x) = ∫₀^∞ e^(−s) asinh(s/x) ds.

For s ≫ x the inverse hyperbolic sine approaches ln(2s/x). We add and subtract this logarithm and use ∫₀^∞ e^(−s) ln s ds = −γ, where γ = 0.5772… is Euler's constant:

F(x) = ln(2/x) − γ + R(x),

R(x) = ∫₀^∞ e^(−s)[asinh(s/x) − ln(2s/x)] ds.

Since asinh u = ln[u + √(1+u²)] exceeds ln 2u, R is positive. Replacing e^(−s) by 1 and setting s = xu gives an upper bound:

R(x) < x ∫₀^∞ (asinh u − ln 2u) du
= x [u asinh u − √(1+u²) − u ln 2u + u]₀^∞ = x.

The bracket vanishes at infinity and equals −1 at zero. Moreover, e^(−xu) → 1 under the integral as x → 0, so R/x → 1, and the first correction is x itself. Thus

0 < F(x) − [ln(2/x) − γ] < x,

V(ρ) → (e²/κr₀)[ln(2r₀/ρ) − γ]  for ρ ≪ r₀.

The prefactor is e²/(κr₀) = e²/(2πα), the slope found by counting charge. The surroundings do not enter it; at fixed α they shift the constant through ln r₀.

For long distances we expand the square root in s²/x². The Taylor remainders of (1+u)^(−1/2) alternate in sign for u > 0, so that

1 − u/2 < (1+u)^(−1/2) < 1.

With ∫₀^∞ e^(−s)s² ds = 2 this gives

1/x − 1/x³ < F(x) < 1/x.

The next term of the expansion, with ∫₀^∞ e^(−s)s⁴ ds = 24, is (3/8)·24/x⁵ = 9/x⁵. Hence

V(ρ) = (e²/κρ)[1 − (r₀/ρ)² + 9(r₀/ρ)⁴ − …]  for ρ ≫ r₀.

The series is asymptotic, since its coefficients grow factorially.

The closed form follows from a differential equation. The function f = 1/√(s²+x²) is a Coulomb potential in cylindrical coordinates and is harmonic for x > 0: f_xx + f_x/x = −f_ss. Two integrations by parts then give

F″ + F′/x = −∫₀^∞ e^(−s)f_ss ds
= −[e^(−s)f_s]₀^∞ − [e^(−s)f]₀^∞ − ∫₀^∞ e^(−s)f ds
= 0 + 1/x − F.

The first bracket vanishes because f_s = −s/(s²+x²)^(3/2) is zero at s = 0. The Struve function H₀(x) = (2/π)(x − x³/9 + …) solves the same equation with 2/(πx) on the right. The general solution is therefore

F = (π/2)H₀ + A J₀ + B Y₀.

As x → 0, H₀ → 0, J₀ → 1 and Y₀ → (2/π)[ln(x/2) + γ]. Comparison with F → ln(2/x) − γ requires B = −π/2 and A = 0, and we obtain the Rytova–Keldysh potential

V(ρ) = (πe²/2κr₀)[H₀(ρ/r₀) − Y₀(ρ/r₀)].

For an electron and a hole the sign is reversed.

A real film has a thickness d and permittivities ε∥ in the plane and ε⊥ across it. Inside it ε⊥∂²φ/∂z² = ε∥q²φ, so φ varies as exp(±kz) with k = q√(ε∥/ε⊥). Let Y be the outward normal displacement divided by φ; for a half-space Y = εq. At depth ζ in a layer of thickness t we write φ = a cosh kζ + b sinh kζ. With g = √(ε∥ε⊥) we have ε⊥k = gq, and the near face gives b = −aY_near/(gq). Imposing the ratio Y at the far face gives

−gq sinh kt + Y_near cosh kt = Y[cosh kt − (Y_near/gq) sinh kt],

Y_near = gq (Y + gq tanh kt)/(gq + Y tanh kt).

A charge at mid-film has t = d/2 on each side and φ = 4πQ/(Y₊ + Y₋). For small q, tanh kt ≈ kt, while gk = ε∥q and k/g = q/ε⊥, so that

Y_near ≈ εq + q²t(ε∥ − ε²/ε⊥).

Adding the two sides and comparing with 2κq(1 + r₀q) gives the long-wavelength screening length of the film,

r_film = (d/2)[ε∥/κ − (ε₁² + ε₂²)/(2κε⊥)].

If d → 0 at fixed D = ε∥d and fixed ε⊥, then kd = q√(dD/ε⊥) → 0, and the film becomes the sheet with r₀ = ε∥d/(2κ). In the opposite limit kd ≫ 1, both Y_near tend to gq and V → e²/(gρ). The logarithm of a film therefore does not continue to ρ = 0. It is assured where kd ≪ 1 and r₀q ≫ 1 at q ≈ 1/ρ, that is, for d√(ε∥/ε⊥) ≪ ρ ≪ r₀.

For an example we take d = 0.6 nm, ε∥ = 15 and ε⊥ = 6, with vacuum above and ε₂ = 2.1 below. These are rough values for a monolayer transition-metal dichalcogenide semiconductor on silica, whose electronic response alone is counted. Then

D = 15 × 0.6 nm = 9.0 nm,  κ = (1 + 2.1)/2 = 1.55,
r₀ = 9.0 nm/3.10 = 2.90 nm (54.9 bohr),
e²/(κr₀) = 2 × 1.440 eV nm/9.0 nm = 0.320 eV.

At ρ = 1 nm, x = 0.344. The logarithmic form gives 0.320 × (1.759 − 0.577) = 0.378 eV, and the full function gives V = 0.466 eV (0.0343 Ry). The difference, 0.088 eV, lies below the bound 0.320 × 0.344 = 0.110 eV. The Coulomb form would give 0.929 eV. At 30 nm the full and Coulomb values are 0.0307 and 0.0310 eV. The ratio e²/(ρV), which would be constant in a uniform dielectric, falls from 6.0 at 0.3 nm to 3.1 at 1 nm and 1.56 at 30 nm, close to κ.

Relative to V, the logarithm is good to 10 % below 0.63 nm and the Coulomb form above 7.2 nm. The first distance is smaller than d√(ε∥/ε⊥) = 0.95 nm, so this film has no range in which d√(ε∥/ε⊥) ≪ ρ ≪ r₀ holds well. At 3 nm the logarithmic form has nearly reached its zero at 3.26 nm, while V is still 0.236 eV. The full function is needed over most of the nanometre range.

The numerical output also lists how V changes when one neglected effect at a time is restored, with all other settings held fixed. For two charges both at mid-film, finite thickness raises V by 14 % at 0.3 nm but by 1.7 % at 1 nm; correspondingly, r_film = 2.82 nm is near r₀. A vacuum gap of 0.3 nm between the substrate and the sheet, which is here taken to have no thickness, raises V by 4 % at 1 nm. A model of nonlocal response, α(q) = α/(1+q²l²)² with l = 0.2 nm, lowers V by 31 % at 0.3 nm and by 1.3 % at 1 nm. A reduction may seem odd when the polarizability has been weakened. However, the change in V(q) vanishes as q² for small q, so its integral over the plane is zero. It is positive very near the charge, where the bare e²/(κρ) returns, so it must be negative over some range farther out; the listed distances lie in such a range. At 0.3 nm the sheet model is thus unreliable for these parameters. At 1 nm thickness and nonlocality each change V by less than 2 % in the cases listed, but these figures hold only for charges at mid-film and for this form of α(q) with l = 0.2 nm. Charges away from mid-film or a larger l can give larger changes, and both the size and the sign of the nonlocal change at 0.3 nm depend on the assumed form and on l.

Two effects matter more at large distance. For charges that stay in place long enough for the silica lattice to respond, ε₂ is about 3.9; the lattice response of the sheet itself is not added here. This lowers V by 23 % at 1 nm and 36 % at 30 nm; the limiting ratio is 1.55/2.45. Free carriers of density n add the induced charge −e²(∂n/∂μ)φ, where μ is their chemical potential, and hence a term C = 4πe²∂n/∂μ to the denominator 2κq + Dq². In the nondegenerate limit ∂n/∂μ = n/(k_BT). The numbers use the ideal two-dimensional gas with mass 0.5 mₑ, two valleys and two spin states per valley at 300 K, including its slight degeneracy. For n = 10¹⁰ cm⁻² the length 2κ/C is 44 nm, and V falls by 9 % at 1 nm and 64 % at 30 nm. For 10¹² cm⁻² the reductions are 70 % at 1 nm and more than 99 % at 10 nm. The estimate assumes linear, long-wavelength carrier response. Linear response requires the screened energy to be well below k_BT = 0.026 eV. At the lower density this energy is still 0.011 eV at 30 nm, and it is larger nearer the charge. For carriers repelled by the charge the linear form overestimates the screening, because their density cannot fall below zero. The percentages are therefore rough, and those at 1 nm should not be relied on. The loss of the inverse-distance tail is more secure: far from the charge the energy is small, and the term C keeps φ(q) finite as q → 0. The tail therefore requires a nearly carrier-free sheet. It also requires a substrate thick compared with ρ. A conducting gate under an oxide of thickness t corresponds to Y → ∞ in the layer formula, which replaces ε₂q by ε₂q coth qt; this too keeps φ(q) finite as q → 0 and removes the tail for ρ of order t and beyond.

If a monolayer is doped near 10¹² cm⁻², whether by intention or not, the absence of free carriers is, beyond a few nanometres, the assumption that fails most severely among those tested, and the tail computed here should not be expected. The assumption of linear dielectric response was not tested. As a rough guide, the field of one charge at 1 nm is 2.5 MV/cm, which gives an energy drop of 0.074 eV across a rough cell length of 0.3 nm, or 4 % of a 2 eV gap. The field grows towards the charge, and so does this ratio.

Two independent calculations test the formulas. A finite-difference solution of Poisson's equation along z, at q = 0.3, 1 and 3 nm⁻¹, agrees with the Fourier-space expressions for the sheet, the film, the gap, the nonlocal model and the low carrier density within a relative error of 6.4 × 10⁻⁵. Direct quadrature of the oscillating Bessel integral at x = 0.3, 1 and 5 agrees with the Struve–Neumann form within 6 × 10⁻¹⁵. The corrections to the limits are tested too: [F − ln(2/x) + γ]/x is 0.986 at x = 0.01, and (1/x − F)x³ is 0.996 at x = 50, both near the derived value of 1.

Computed results

```
e^2 = 1.43996 eV nm; in Rydberg units 2.000000
film thickness 0.6 nm, eps_par 15.0, eps_perp 6.0
eps above 1.0, eps below (electronic) 2.1, kappa 1.550
D = 4 pi alpha = 9.000 nm, alpha = 0.7162 nm
r0 = 2.9032 nm = 54.86 bohr
energy scale e^2/(kappa r0) = 0.3200 eV
small-q screening length of the film = 2.8160 nm
log limit within 10 % below x = 0.2153, rho = 0.625 nm
Coulomb limit within 10 % above x = 2.4683, rho = 7.166 nm
log form crosses zero at rho = 3.260 nm
rho (nm) | x | V (eV) | log form (eV) | Coulomb form (eV) | e^2/(rho V)
  0.3 | 0.1033 | 0.79355 | 0.76341 | 3.09670 | 6.049
  1.0 | 0.3444 | 0.46641 | 0.37815 | 0.92901 | 3.087
  3.0 | 1.0333 | 0.23586 | 0.02660 | 0.30967 | 2.035
 10.0 | 3.4444 | 0.08762 | -0.35866 | 0.09290 | 1.643
 30.0 | 10.3333 | 0.03070 | -0.71020 | 0.03097 | 1.564
V(1 nm) = 0.03428 Ry
gap to substrate 0.3 nm, nonlocal length 0.2 nm
static substrate eps 3.9, temperature 300.0 K, kT 0.02585 eV
carrier mass 0.5 m_e, valleys 2, N_band 1.080e+13 cm^-2
carriers 1.0e+10 cm^-2: n/N_band 9.26e-04, screening length 2 kappa/C = 44.309 nm
carriers 1.0e+12 cm^-2: n/N_band 9.26e-02, screening length 2 kappa/C = 0.464 nm
Change of V in % when a neglected effect is put in:
rho (nm) | thickness | gap | nonlocal | static substrate | low n | high n
  0.3 | +13.58 | +4.15 | -31.14 | -16.48 | -5.57 | -46.96
  1.0 | +1.65 | +4.31 | -1.28 | -22.75 | -9.32 | -70.36
  3.0 | +0.63 | +3.10 | -0.32 | -29.44 | -17.21 | -92.63
 10.0 | +0.16 | +1.08 | -0.03 | -34.76 | -36.40 | -99.69
 30.0 | +0.03 | +0.20 | -0.00 | -36.41 | -63.93 | -99.98
field at 1 nm = 2.453 MV/cm
energy drop over 0.3 nm there = 0.0736 eV, or 0.0368 of a 2.0 eV gap
film at rho = 0.001 nm: V g rho/e^2 = 1.00268, g = 9.4868
next coefficients: short 0.9857 (x = 0.01), long 0.9964 (x = 50)
film-to-sheet deviation at q = 1/nm: 0.01354 (0.06 nm), 0.001357 (0.006 nm)
largest relative error, Poisson solver: 6.4e-05
largest relative error, Hankel integral: 6.0e-15
```
